# Where a Trap in a Tunnel Barrier Carries the Most Current

## Problem

An insulating film of thickness $d$ separates two metal electrodes. For an electron of mass $m$ it is a flat barrier occupying $0<x<d$. A trap at position $x$ has a level at depth $\phi$ below the barrier top. Electrons tunnel from the left electrode into the trap, lose their phase there, and later tunnel out to the right.

1. At what position does the trap carry the largest current?
2. When the film is made thicker and the trap is moved to remain at its best position, how does that current vary with the transmission $T$ of direct tunnelling at the same energy?

The electrodes are alike, and the barrier is opaque on both sides of the trap. The trap holds at most one electron, in one spin state. At the trap level the wave function decays in the barrier as $e^{-\kappa s}$ over a distance $s$, with

$$\kappa=\frac{\sqrt{2m\phi}}{\hbar}.$$

Probabilities are squares of amplitudes, so they decay as $e^{-2\kappa s}$. Let $\nu$ be the attempt rate, the common prefactor of the two tunnelling rates.

## A tempting solution

The first step succeeds with probability $e^{-2\kappa x}$ and the second with probability $e^{-2\kappa(d-x)}$. An electron must make both steps to cross, so the probabilities are multiplied:

$$e^{-2\kappa x}\,e^{-2\kappa(d-x)}=e^{-2\kappa d}.$$

With $\nu$ attempts per second the current would be

$$I_{\text{wrong}}=e\nu e^{-2\kappa d}.$$

The position has dropped out. On this argument every trap is equally good, and its current is proportional to $T$, which also decays as $e^{-2\kappa d}$.

## Where it fails

Multiplying the two probabilities gives the chance that both steps succeed within a single attempt. The electron is under no such obligation. Once in the trap it can fail to leave on one attempt and try again on the next. A failed attempt costs time, but it does not send the electron back to the start.

Write the two rates as

$$\Gamma_L=\nu e^{-2\kappa x},\qquad \Gamma_R=\nu e^{-2\kappa(d-x)}.$$

The tempting result is then $I_{\text{wrong}}=e\Gamma_L\Gamma_R/\nu$. This is the rate of entering, $\Gamma_L$, times the chance $\Gamma_R/\nu$ of leaving within one attempt period $1/\nu$. It discards every electron that stays longer, although a typical stay is far longer than $1/\nu$.

Suppose the left electrode is full at the trap level and the right one empty. A trapped electron cannot return to the left, so it eventually leaves to the right. The empty trap waits a mean time $1/\Gamma_L$ to be filled, and the filled trap waits $1/\Gamma_R$ to be emptied. These times add, and one electron crosses per cycle:

$$I=\frac{e}{1/\Gamma_L+1/\Gamma_R}.$$

## Right solution

**Current for given rates.** Let $f_L$ and $f_R$ be the electrode occupations at the trap level, and $n$ the mean occupation of the trap. Electrons enter from the left at rate $\Gamma_Lf_L(1-n)$, because the electrode state must be full and the trap empty. They return at rate $\Gamma_L(1-f_L)n$. The same $\Gamma_L$ stands in both terms: in equilibrium with the left electrode alone, $n=f_L$, and the two flows must then cancel. The net flow from the left is

$$\Gamma_L\left[f_L-f_Ln-n+f_Ln\right]=\Gamma_L(f_L-n).$$

The right electrode contributes in the same way, so

$$\frac{dn}{dt}=\Gamma_L(f_L-n)+\Gamma_R(f_R-n).$$

In the steady state the left side vanishes, and

$$n=\frac{\Gamma_Lf_L+\Gamma_Rf_R}{\Gamma_L+\Gamma_R}.$$

Let $I$ be positive for electrons flowing from left to right. Then

$$I=e\Gamma_L(f_L-n)
=e\Gamma_L\frac{\Gamma_Lf_L+\Gamma_Rf_L-\Gamma_Lf_L-\Gamma_Rf_R}{\Gamma_L+\Gamma_R},$$

and, with $\Delta f=f_L-f_R$,

$$I=e\,\Delta f\,\frac{\Gamma_L\Gamma_R}{\Gamma_L+\Gamma_R}.$$

For $\Delta f=1$ this is the cycle-time result.

**Best position.** Hold $\Delta f$ fixed while the trap is moved. The product that misled the first argument is now useful:

$$\Gamma_L\Gamma_R=\nu^2e^{-2\kappa d}$$

does not depend on $x$. The numerator of $I$ is constant, so the current is largest when the sum of the rates is smallest. From

$$\left(\sqrt{\Gamma_L}-\sqrt{\Gamma_R}\right)^2\ge0$$

it follows that

$$\Gamma_L+\Gamma_R\ge2\sqrt{\Gamma_L\Gamma_R}=2\nu e^{-\kappa d},$$

with equality when $\Gamma_L=\Gamma_R$. Equal rates require $x=d-x$, so the best position is the centre, $x=d/2$. There

$$I_{\max}=e\,\Delta f\,\frac{\nu^2e^{-2\kappa d}}{2\nu e^{-\kappa d}}
=\frac{e\nu}{2}\,\Delta f\,e^{-\kappa d}.$$

**Scaling.** Direct tunnelling through an opaque barrier has $T=T_0e^{-2\kappa d}$, where $T_0$ depends on the energies but not on $d$. Therefore $e^{-\kappa d}=\sqrt{T/T_0}$. When $d$ alone is varied and the trap is kept central,

$$I_{\max}\propto\sqrt T.$$

Each step crosses half the thickness, so each rate carries the square root of the full exponential. The two waiting times add, which leaves that exponent unchanged.

**Away from the centre.** Put $x=d/2+u$. The rates are $\Gamma_L=\nu e^{-\kappa d}e^{-2\kappa u}$ and $\Gamma_R=\nu e^{-\kappa d}e^{2\kappa u}$. Their sum is $2\nu e^{-\kappa d}\cosh(2\kappa u)$, so

$$I(u)=\frac{I_{\max}}{\cosh(2\kappa u)}.$$

The current is halved where $\cosh(2\kappa u)=2$, at $|u|=\operatorname{arccosh}(2)/(2\kappa)$. This distance does not depend on the film thickness.

**A trap that does not follow the centre.** Keep the trap at a fixed distance $a$ from the left electrode while $d$ grows. Once $d-a$ exceeds $a$ by several times $1/(2\kappa)$, $\Gamma_R\ll\Gamma_L$ and

$$I\approx e\,\Delta f\,\Gamma_R=e\,\Delta f\,\nu e^{2\kappa a}e^{-2\kappa d}\propto T.$$

The square root thus belongs to the central trap, not to every trap. It returns for a film whose independent traps are spread evenly through the thickness, because the sum over positions contains

$$\int_{-\infty}^{\infty}\frac{du}{\cosh(2\kappa u)}
=\left[\frac{1}{\kappa}\arctan e^{2\kappa u}\right]_{-\infty}^{\infty}
=\frac{\pi}{2\kappa}.$$

The infinite limits are allowed for $\kappa d\gg1$. The film then conducts as if all traps in a central layer of thickness $\pi/(2\kappa)$ carried $I_{\max}$.

## The prefactor for a simple trap

The scaling needs no value of $\nu$, but a current in amperes does. Take a one-dimensional trap of zero range, and the same mass $m$ in barrier and electrodes. Its normalised state is $\sqrt\kappa\,e^{-\kappa|s|}$, where $s$ is measured from the trap.

Let the electrode edge lie at distance $a$ from the trap, and let $z$ be measured from that edge into the electrode. With $k$ the electrode wavenumber at the trap level, the wave is

$$\sqrt\kappa\,e^{-\kappa a}\left(e^{-\kappa z}+re^{\kappa z}\right)\ (z<0),\qquad
\sqrt\kappa\,e^{-\kappa a}\,te^{ikz}\ (z>0).$$

Continuity of the wave and of its slope gives

$$1+r=t,\qquad -\kappa+\kappa r=ikt.$$

Inserting $r=t-1$ in the second equation gives $\kappa(t-2)=ikt$, hence

$$t=\frac{2\kappa}{\kappa-ik},\qquad |t|^2=\frac{4\kappa^2}{\kappa^2+k^2}.$$

The escape rate is the outgoing flux, velocity times density:

$$\Gamma=\frac{\hbar k}{m}\,\kappa e^{-2\kappa a}\,|t|^2=\nu e^{-2\kappa a},\qquad
\nu=\frac{4\hbar k\kappa^3}{m(k^2+\kappa^2)}.$$

The reflected part reaches the trap weakened by a further $e^{-\kappa a}$. Its effect on the state is neglected, which is where opacity on each side is needed.

For direct tunnelling, let $e^{ikz}+\rho e^{-ikz}$ meet the left edge, now at $z=0$, and continue as $Ae^{-\kappa z}$. The growing wave in the barrier is negligible at this edge. Matching gives $1+\rho=A$ and $ik(1-\rho)=-\kappa A$. Inserting $\rho=A-1$ gives $ik(2-A)=-\kappa A$, so

$$A=\frac{2ik}{ik-\kappa},\qquad |A|^2=\frac{4k^2}{k^2+\kappa^2}.$$

At the far edge the wave has fallen by $e^{-\kappa d}$ and leaves with the factor $t$ found above. The velocities on the two sides are equal, so

$$T=|A|^2|t|^2e^{-2\kappa d}=\frac{16k^2\kappa^2}{(k^2+\kappa^2)^2}\,e^{-2\kappa d}.$$

Taking the root and comparing with $\nu$,

$$\nu e^{-\kappa d}=\frac{\hbar\kappa^2}{m}\,\frac{4k\kappa}{k^2+\kappa^2}\,e^{-\kappa d}
=\frac{\hbar\kappa^2}{m}\sqrt T=\frac{2\phi}{\hbar}\sqrt T,$$

where the last step uses $\kappa^2=2m\phi/\hbar^2$. The maximum current is therefore

$$I_{\max}=\frac{e\phi}{\hbar}\,\sqrt T\,\Delta f.$$

The edge factors have cancelled. This holds for the zero-range trap in one dimension; another trap can have another prefactor.

## Numbers

Take $\phi=2.5$ eV, $m=0.4$ electron masses, $d=4$ nm and an electrode kinetic energy of 5 eV. These give $\kappa=5.12$ nm$^{-1}$, $k=7.25$ nm$^{-1}$ and $\kappa d=20.5$. The edge factor is $T_0=3.56$, so

$$T=3.56\,e^{-2\times20.493}=5.64\times10^{-18},\qquad \sqrt T=2.37\times10^{-9}.$$

$T_0$ may exceed one; it is $T$ that must remain small.

Apply 0.3 V at 300 K, with the trap level midway between the two Fermi levels. The thermal energy is 0.0259 eV, so

$$f_L=\frac{1}{1+e^{-0.15/0.0259}}=0.997,\qquad f_R=0.003,\qquad \Delta f=0.994.$$

With $e\phi/\hbar=6.09\times10^{-4}$ A,

$$I_{\max}=(6.09\times10^{-4}\ \text{A})(2.375\times10^{-9})(0.994)=1.44\ \text{pA}.$$

The attempt rate is $\nu=1.43\times10^{16}$ s$^{-1}$. The tempting formula would give $e\nu T/T_0=3.6\times10^{-21}$ A, too small by a factor of about $4\times10^8$.

At the centre both rates are $1.80\times10^7$ s$^{-1}$. Moving the trap to $x=1.8$ nm raises $\Gamma_L$ to $1.40\times10^8$ s$^{-1}$ but lowers $\Gamma_R$ to $2.32\times10^6$ s$^{-1}$, and the current drops to 0.364 pA. The slower step governs the result. An offset of 0.13 nm, about an atomic radius, already halves the current. For evenly spread traps the effective central layer is $\pi/(2\kappa)=0.31$ nm thick.

With barrier, trap depth and $\Delta f$ held fixed, the thickness changes the results as follows.

| $d$ (nm) | $T$ | central-trap current (pA) |
|---|---|---|
| 3 | $1.59\times10^{-13}$ | 241 |
| 4 | $5.64\times10^{-18}$ | 1.44 |
| 5 | $2.00\times10^{-22}$ | 0.0086 |

From 3 to 5 nm, $T$ falls by $7.9\times10^8$ and the current by $2.8\times10^4$, its square root. Thickening a film therefore suppresses direct tunnelling much faster than leakage through central traps.

For comparison, one one-dimensional channel of one spin carries the direct current

$$I_{\text{dir}}=\frac{e}{h}\int T(E)\,[f_L(E)-f_R(E)]\,dE.$$

Numerical integration, with $T(E)$ from the wave equation for the flat barrier, gives $8.9\times10^{-23}$ A. The trap carries $1.6\times10^{10}$ times more. This is not the ratio for a capacitor, whose area offers many direct channels and whose traps may be sparse.

## Conditions and a real film

The mean stay in the central trap, once filled at full bias, is $1/\Gamma_R=55$ ns. The relaxation time of its occupation is $1/(\Gamma_L+\Gamma_R)=28$ ns. The problem assumes that the phase is lost much sooner, and lattice vibrations, with periods of roughly 0.1 ps, make this plausible. The current in this model does not hinge on it. With no phase loss at all, integrating the resonant transmission through the same trap over energy gives the same 1.44 pA at the centre and 0.364 pA at $x=1.8$ nm, because the area under the narrow resonance is proportional to $\Gamma_L\Gamma_R/(\Gamma_L+\Gamma_R)$. Tunnelling alone gives the level a width $\hbar(\Gamma_L+\Gamma_R)=2.4\times10^{-8}$ eV, far below the thermal energy. Fast phase loss broadens the level further. Taking each electrode occupation at a single energy assumes that this broadening is also small compared with the thermal energy. Phase loss within 0.1 ps would give a Lorentzian half-width of 6.6 meV, a quarter of the thermal energy, and would lower $\Delta f$ from 0.994 to about 0.96.

**Spin.** If either spin can enter an empty trap, but a second electron cannot, capture at full bias has rate $2\Gamma_L$ while escape remains $\Gamma_R$. The constant product becomes $2\nu^2e^{-2\kappa d}$, so the maximum grows by $\sqrt2$. It occurs at $2\Gamma_L=\Gamma_R$, or $2e^{-2\kappa u}=e^{2\kappa u}$. Hence $u=\ln2/(4\kappa)=0.034$ nm, away from the left electrode. The centre is the optimum for equal prefactors; the square-root scaling survives their inequality.

**Spreading in three dimensions.** A zero-range trap then has the state $\sqrt{\kappa/2\pi}\,e^{-\kappa r}/r$. Its density summed over the electrode plane, with $\rho$ the distance along the plane and $\rho\,d\rho=r\,dr$, is

$$\int_0^\infty2\pi\rho\,\frac{\kappa}{2\pi}\frac{e^{-2\kappa r}}{r^2}\,d\rho
=\kappa\int_a^\infty\frac{e^{-2\kappa r}}{r}\,dr.$$

Divided by the one-dimensional density $\kappa e^{-2\kappa a}$, this is 0.047 at $a=2$ nm, close to $1/(2\kappa a)$. Taken as the change of both rates, it lowers the current by a factor of about twenty. Since the factor varies roughly as $1/d$, the square-root law then describes the exponential part of the thickness dependence.

**Lattice relaxation.** Atoms around a trap shift when it is charged. For a classical lattice with reorganisation energy $\lambda$, the energy needed for capture has a Gaussian spread about $\lambda$ above the relaxed level, with variance $2\lambda k_BT_{\text{lat}}$, where $T_{\text{lat}}$ is the lattice temperature. The energy released on escape is centred $\lambda$ below that level. For a rough $\lambda=0.5$ eV the spread is 0.16 eV, while the left Fermi level lies 0.15 eV above the trap level. Few electrons meet the condition. Averaging the electrode occupations over the Gaussians, with tunnelling rates independent of energy, gives a factor of 0.018. In this approximation both steps are slowed alike at the centre. In fact electrons enter at a higher energy than they leave with, so they meet a lower barrier on entry, and the best position moves about 0.05 nm away from the left electrode. The factor depends steeply on $\lambda$: it is 0.13 for 0.3 eV and $1.3\times10^{-4}$ for 1 eV. The classical treatment also needs vibrational quanta below the thermal energy, whereas a period of 0.1 ps corresponds to 0.041 eV. A single quantised mode gives 0.024 for that quantum and 0.052 for a quantum of 0.1 eV.

**Barrier shape.** An electron in the film is attracted by its image charges in the plates. With a rough optical permittivity of 3, the sum over images lowers the barrier by 0.083 eV at the centre and by more near the plates. Integrating $\kappa$ numerically through the lowered barrier, with the electron energy and $\nu$ fixed, raises the current by a factor of 4.6. The central lowering applied everywhere would give about 1.4, so most of the increase comes from nearer the plates, where the classical image energy diverges and is least reliable. The figure 4.6 is therefore not firm. Solving the wave equation instead gives 3.4 with the lowering capped at 7.5 eV and 2.1 with it capped at 0.5 eV. If the trap depth below the local barrier top is held fixed instead of the electron energy, these become 2.5 and 1.6. The tilt due to 0.3 V matters less: with trap depth below the local barrier top and $\nu$ fixed, it moves the optimum 0.033 nm towards the left electrode and raises the maximum by 1.3%.

The parameters are rough values for a thin oxide film between metal plates. The mean field, 0.75 MV/cm, is below a rough breakdown field of several MV/cm. Of the effects estimated here, spreading in three dimensions and lattice relaxation move the number most. The rough parameters matter too, because they enter an exponent: a mass of 0.5 instead of 0.4 electron masses lowers the current about elevenfold. If the separate factors for spreading, lattice relaxation, image charges and spin are simply multiplied,

$$0.047\times0.018\times4.6\times1.4\approx0.005,$$

which turns 1.44 pA into several femtoamperes per trap. This is an order of magnitude for the stated parameters only, since the corrections affect one another and $\lambda$ varies between traps. Warming to 358 K changes the current by less than 1% through $\Delta f$ alone; the classical lattice factor, which is not in that figure, rises from 0.018 to 0.029. A real film may also conduct through chains of several traps, which this two-step model does not describe.

All numerical values are calculated from the stated model.
